# How Lorentzian and Gaussian line widths combine in a Voigt profile

## Question

I am modelling an emission line at 500 nm from a gas at 600 K. The atoms have mass 40 u, the upper level lives 10 ns, and the lower level is stable. Collisions that interrupt the phase of the emission come on average every 0.4 ns. My spectrometer has a Gaussian response with a full width at half maximum of 0.8 GHz.

I calculated a width for each mechanism and added all four, which gave 3.27 GHz. Adding their squares and taking the root gives 2.01 GHz instead. Which rule is right, and why? I would also like to go backwards: can I subtract the Doppler and instrumental widths from an observed width to find the collisional one?

## Answer

Neither rule works for the whole set. What combines is the line profiles, and the rule for the widths follows from their shapes. I use full widths at half maximum (FWHM) in ordinary frequency throughout, and write $\delta$ for the detuning from line centre.

### Independent mechanisms convolve

Take an atom whose velocity component towards the detector is $v$. For $v\ll c$ its line is shifted by $\delta'=\nu_0v/c=v/\lambda$. If its collision rate does not depend on $v$, every atom has the same profile $L$, displaced by its own shift. Averaging over the distribution $g(\delta')$ of shifts gives

$$V(\delta)=\int_{-\infty}^{\infty}g(\delta')\,L(\delta-\delta')\,d\delta' .$$

This is a convolution. A spectrometer whose response keeps its shape across the line adds another one. I also assume that the gas does not reabsorb its own light appreciably, since reabsorption would distort the profile in a way that is not a convolution. For your numbers this is a real restriction. A collision every 0.4 ns needs roughly $10^{22}$ to $10^{24}$ atoms per m³ for plausible cross sections. If these were all emitters with the stable lower level as their ground state, and the whole decay went into this line, light at line centre would be absorbed within about 0.1 µm. The treatment therefore applies to a trace of emitters in a buffer gas, or to a sparsely populated lower level.

Define the transform of a profile by $\tilde P(t)=\int P(\delta)e^{2\pi i\delta t}d\delta$. Substituting $\delta=\delta'+\delta''$ in the transform of $V$ splits the exponential into two factors:

$$\tilde V(t)=\int g(\delta')e^{2\pi i\delta't}d\delta'\int L(\delta'')e^{2\pi i\delta''t}d\delta''=\tilde g(t)\,\tilde L(t).$$

So transforms multiply and their exponents add. The width rule depends on how each exponent contains the width.

### Decay and collisions: widths add

In a frame oscillating at the line centre, an atom excited at time zero emits a field proportional to $E(s)=e^{-s/2\tau}e^{i\phi(s)}$. The 2 appears because the energy, proportional to $|E|^2$, decays as $e^{-s/\tau}$. Suppose each collision is brief and resets the phase $\phi$ at random. After one or more collisions the average phase factor is zero; with none it is one. For collisions at a constant rate $1/T_c$, the chance of none during a time $t$ is $e^{-t/T_c}$. Therefore

$$\int_0^\infty\langle E^*(s)E(s+t)\rangle ds=e^{-t/2\tau}e^{-t/T_c}\int_0^\infty e^{-s/\tau}ds=\tau e^{-\gamma t},\qquad \gamma=\frac1{2\tau}+\frac1{T_c}.$$

The power spectrum is $|\int E(s)e^{-2\pi i\delta s}ds|^2$. Written as a double integral over two times separated by $t$, its average is the transform of this correlation. Negative $t$ contributes the complex conjugate of positive $t$, so after division by $\tau$

$$L(\delta)=2\int_0^\infty e^{-\gamma t}\cos(2\pi\delta t)\,dt=\frac{2\gamma}{\gamma^2+(2\pi\delta)^2}.$$

This is a Lorentzian. It falls to half its peak at $2\pi|\delta|=\gamma$, so its FWHM is

$$f_L=\frac{\gamma}{\pi}=\frac1{2\pi\tau}+\frac1{\pi T_c}.$$

The natural and collisional widths add because both damping exponents are linear in time. In terms of the width, $\tilde L(t)=e^{-\pi f_L|t|}$, so the same addition holds for any set of convolved Lorentzians.

### Doppler and instrument: squares add

The Maxwell distribution of one velocity component is proportional to $e^{-mv^2/2kT}$. With $v=\lambda\delta$ it becomes a Gaussian in frequency, $g(\delta)\propto e^{-\delta^2/2\sigma^2}$, with $\sigma=\sqrt{kT/m}/\lambda$. Half maximum requires $\delta^2=2\sigma^2\ln2$, so

$$f_G=2\sigma\sqrt{2\ln2}=\sigma\sqrt{8\ln2}.$$

For the transform, use $g'=-\delta g/\sigma^2$ and integrate by parts:

$$\frac{d\tilde g}{dt}=-2\pi\int\delta\,g\sin(2\pi\delta t)\,d\delta=2\pi\sigma^2\int g'\sin(2\pi\delta t)\,d\delta=-4\pi^2\sigma^2t\,\tilde g.$$

With $\tilde g(0)=1$ the solution is $\tilde g(t)=e^{-2\pi^2\sigma^2t^2}$. Multiplying two such factors gives $\sigma^2=\sigma_1^2+\sigma_2^2$. Since $f_G$ is proportional to $\sigma$, Gaussian widths obey $f_G^2=f_{G1}^2+f_{G2}^2$.

Adding variances does not help with a Lorentzian. At large detuning $\delta^2L(\delta)$ tends to a constant, so its variance is infinite although its FWHM is finite.

One condition belongs here. The Doppler factor assumes that an atom keeps its velocity while its emission stays coherent. A collision that randomises the phase may change the velocity as well without harm, provided the velocities stay Maxwell-distributed. Any pair of times with such a collision between them averages to zero in the correlation, so only pairs emitted at one and the same velocity survive. Collisions that change the velocity but preserve the phase do invalidate this factor once the distance travelled between them approaches $\lambda/2\pi$; they narrow the line. Your line is close to that regime, since $\sqrt{kT/m}\,T_c\approx140$ nm and $\lambda/2\pi\approx80$ nm. If such collisions came as often as the phase-resetting ones and redrew the velocity completely, the total width found below would shrink from 2.32 to about 2.05 GHz.

### The mixed case has no simple addition rule

Combining the two groups gives the Voigt profile,

$$V(\delta)=2\int_0^\infty e^{-\pi f_Lt-2\pi^2\sigma^2t^2}\cos(2\pi\delta t)\,dt .$$

The exponent now has a linear and a quadratic term. Two limits show what this does to the width $f_V$.

**A little Lorentzian broadening.** Let $k=2\sqrt2\,\pi\sigma t$, $x=\delta/(\sqrt2\sigma)$ and $y=f_L/(2\sqrt2\sigma)$. Up to a constant factor the profile is

$$K(x,y)=\frac1{\sqrt\pi}\int_0^\infty e^{-k^2/4-yk}\cos(kx)\,dk .$$

At $y=0$ this is $e^{-x^2}$, with half maximum at $x_0=\sqrt{\ln2}$. Since $f_G=2\sqrt2\,\sigma x_0$, we have $y=x_0f_L/f_G$, and the half-maximum point of the full profile is $x=x_0f_V/f_G$.

For small $y$ replace $e^{-yk}$ by $1-yk$. The correction contains

$$J(x)=\int_0^\infty k e^{-k^2/4}\cos(kx)\,dk=2-2xS(x),\qquad S(x)=\int_0^\infty e^{-k^2/4}\sin(kx)\,dk,$$

where I integrated by parts using $ke^{-k^2/4}=-2\,d(e^{-k^2/4})/dk$. Differentiating $S$ gives $S'=J=2-2xS$, with $S(0)=0$. Dawson's function $D(x)=e^{-x^2}\int_0^xe^{u^2}du$ obeys $D'=1-2xD$ and $D(0)=0$, so $S=2D$. To first order,

$$K(x,y)=e^{-x^2}-\frac{y}{\sqrt\pi}\,[2-4xD(x)] .$$

The peak is $K(0,y)=1-2y/\sqrt\pi$. Set $x=x_0+\eta$. Because $e^{-x_0^2}=1/2$, the Gaussian there is $1/2-x_0\eta$ to first order. Equating the profile to half its peak,

$$\frac12-x_0\eta-\frac{y}{\sqrt\pi}[2-4x_0D(x_0)]=\frac12-\frac{y}{\sqrt\pi},$$

so $x_0\eta=(y/\sqrt\pi)[4x_0D(x_0)-1]$. Finally $f_V/f_G=1+\eta/x_0$ and $y=x_0f_L/f_G$ give

$$f_V\simeq f_G+c f_L,\qquad c=\frac{4x_0D(x_0)-1}{\sqrt\pi\,x_0}=0.5325 .$$

Here $x_0=0.83255$ and $D(x_0)=0.53626$. A small Lorentzian width thus adds about half of itself. Linear addition would require $c=1$, and addition in quadrature would require $c=0$. The equation also shows where the widening comes from: the half-maximum level drops by $y/\sqrt\pi$, while the profile at the old half-maximum point drops by only 0.21 of that amount. The crossing therefore moves outwards.

**A little Gaussian broadening.** Now expand $L(\delta-\delta')$ in the convolution. The term linear in $\delta'$ averages to zero, leaving $V\simeq L+\tfrac12\sigma^2L''$. Measure detuning in half-widths, $u=2\delta/f_L$, and put $q=4\sigma^2/f_L^2$. Apart from a constant factor, $L$ is $\ell(u)=1/(1+u^2)$, with

$$\ell'=-\frac{2u}{(1+u^2)^2},\qquad \ell''=\frac{6u^2-2}{(1+u^2)^3}.$$

Hence $\ell''(0)=-2$, $\ell'(1)=-\tfrac12$ and $\ell''(1)=\tfrac12$. With the half-maximum point at $u=1+\epsilon$,

$$\frac12-\frac{\epsilon}{2}+\frac q4=\frac12(1-q)\quad\Rightarrow\quad \epsilon=\frac{3q}{2}.$$

Since $f_V=f_L(1+\epsilon)$ and $\sigma^2=f_G^2/(8\ln2)$,

$$f_V\simeq f_L+\frac{6\sigma^2}{f_L}=f_L+\frac{3}{4\ln2}\frac{f_G^2}{f_L}=f_L+1.082\,\frac{f_G^2}{f_L}.$$

A small Gaussian width enters through its square, so linear addition fails here too. Quadrature has the right power but a coefficient of $1/2$, less than half the correct value.

### A formula that joins the limits

A simple expression with the right behaviour at both ends is

$$f_V\approx a f_L+\sqrt{(1-a)^2f_L^2+f_G^2}.$$

It is exact for either pure profile. For small $f_L$ it becomes $f_G+af_L$, so the first limit asks for $a=c=0.5325$. For small $f_G$, expanding the root gives $f_L+f_G^2/[2(1-a)f_L]$. The second limit therefore asks for

$$\frac1{2(1-a)}=\frac3{4\ln2}\quad\Rightarrow\quad a=1-\frac{2\ln2}{3}=0.5379 .$$

The two demands nearly agree, so one constant can nearly satisfy both ends, but they are not equal, so this form cannot be exact. The limits say nothing about comparable widths; that range is checked numerically below. Minimising the largest relative error numerically gives $a=0.5345$, between the two. A nearby choice gives the Olivero–Longbothum formula,

$$f_V\approx0.5346f_L+\sqrt{0.2166f_L^2+f_G^2},$$

and $(1-0.5346)^2=0.2166$ to four digits. Some values with $f_G=1$, the error being relative to the exact Voigt width:

| $f_L$ | exact $f_V$ | formula | error |
|---:|---:|---:|---:|
| 0.1 | 1.05438 | 1.05454 | +0.015% |
| 0.5 | 1.29378 | 1.29402 | +0.019% |
| 2 | 2.43573 | 2.43536 | −0.015% |
| 5 | 5.20663 | 5.20579 | −0.016% |

The signs in the table match what the two limits suggest, with the change of sign near $f_L=f_G$. The constant 0.5346 is slightly too large for the nearly Gaussian end and slightly too small for the nearly Lorentzian end. For a pure Lorentzian the rounded constants leave an error of +0.0003%, so very close to that end the error turns slightly positive again.

In a numerical scan of $f_L/f_G$ from 0.001 to 1000, the error ran from −0.020% to +0.024%. An accuracy of 0.02% is therefore a rounded figure for this formula, not a strict bound. In the same scan the linear sum $f_L+f_G$ was always too large, by up to 24%, and $\sqrt{f_L^2+f_G^2}$ was always too small, by up to 14%. Those worst cases occur when the two widths are comparable.

### Your line

I keep extra digits so that the small differences can be followed; a real measurement would rarely justify them. The Lorentzian group is

$$f_L=\frac1{2\pi(10\ \text{ns})}+\frac1{\pi(0.4\ \text{ns})}=0.0159+0.7958=0.8117\ \text{GHz}.$$

The thermal speed $\sqrt{kT/m}$ is 353.15 m/s, so the Doppler width is

$$f_D=\frac{\sqrt{8\ln2}\times353.15\ \text{m/s}}{500\ \text{nm}}=1.6632\ \text{GHz}.$$

Combining it with the instrument gives the Gaussian group:

$$f_G=\sqrt{1.6632^2+0.8000^2}=1.8456\ \text{GHz}.$$

Now use the mixed formula:

$$f_V\approx0.5346(0.8117)+\sqrt{0.2166(0.8117)^2+(1.8456)^2}=0.4339+1.8839=2.3178\ \text{GHz}.$$

The exact Voigt width is 2.3173 GHz, or 1.93 pm in wavelength. Direct numerical convolution of the four profiles gives the same value. Your linear sum, 3.27 GHz, is 41% too large. That exceeds the 24% quoted above because it also adds the two Gaussian widths linearly. Your root of summed squares, 2.01 GHz, is 13% too small.

### Going backwards

Subtraction fails for the same reason. Taking both the Doppler and the instrumental width from the total gives $2.3173-1.6632-0.8000=-0.1459$ GHz, and a negative width is impossible. Combining those two in quadrature first is correct, but subtracting the result is still wrong: it gives $2.3173-1.8456=0.4717$ GHz for the Lorentzian width, 42% below the true 0.8117 GHz.

Instead, solve the formula for $f_L$. Write $a=0.5346$, $b=0.2166$ and $r=a^2-b=0.0692$. Isolating the root and squaring,

$$(f_V-af_L)^2=bf_L^2+f_G^2\quad\Rightarrow\quad rf_L^2-2af_Vf_L+f_V^2-f_G^2=0 .$$

A quarter of the discriminant is $a^2f_V^2-r(f_V^2-f_G^2)=bf_V^2+rf_G^2$. The Lorentzian width must vanish when $f_V=f_G$, which selects the smaller root:

$$f_L=\frac{af_V-\sqrt{bf_V^2+rf_G^2}}{r}=\frac{f_V^2-f_G^2}{af_V+\sqrt{bf_V^2+rf_G^2}} .$$

The second form comes from multiplying top and bottom by the sum $af_V+\sqrt{bf_V^2+rf_G^2}$. It avoids the cancellation in the first numerator, whose two terms are close because $r$ is small (1.2388 and 1.1827 for your line). The difference $f_V^2-f_G^2$ still loses digits when $f_L\ll f_G$. For your line,

$$f_L=\frac{2.3173^2-1.8456^2}{1.2388+1.1827}=0.811\ \text{GHz},$$

which is within 0.1% of the true value, provided the line really is a Voigt profile. Subtracting the natural width, 0.016 GHz, leaves 0.795 GHz for collisions. That last subtraction is legitimate because both widths are Lorentzian.

The inversion magnifies measurement errors. Differentiating the formula at fixed $f_G$,

$$\frac{\partial f_V}{\partial f_L}=a+\frac{bf_L}{\sqrt{bf_L^2+f_G^2}}=0.5346+\frac{0.1758}{1.8839}=0.628 .$$

An error of 1% in the observed width, 0.023 GHz, therefore becomes $0.023/0.628=0.037$ GHz in $f_L$, or about 4.5%. When the Lorentzian part is much narrower than the Gaussian part, the same error in $f_V$ can exceed $f_L$ itself. The observed width then says little about the collisions, however accurate the formula is.

The same magnification applies to departures from the model. Real collision rates grow with the relative speed of the partners, so slow atoms near line centre are broadened less than average and the line is narrower than the Voigt profile. With the same mean rate but a rate proportional to $v_\text{rel}^{0.6}$, your line has a width of 2.305 GHz for perturbers of 4 u, 2.242 GHz for 40 u and 2.188 GHz for 131 u. The inversion then returns $f_L$ too low by about 2.5%, 15% and 26%. For a real gas this, not the 0.02% error of the formula, limits the collisional width you can extract from the FWHM alone.

## Numbers as computed

```
Simulated coherence after one collision time: 0.3674
Predicted coherence exp(-1): 0.3679
Damping rates in spectrum test: 0.7, 1.6 (arb. units)
Angular half width from transform: 2.300000 (same)
x0 = sqrt(ln 2): 0.832555; Dawson D(x0): 0.536259
Gaussian-end slope c: 0.53255; numeric: 0.53256
Lorentzian-end coefficient: 1.08202; numeric: 1.08188
a required at Lorentzian end: 0.53790
Minimax a: 0.53450; worst error: 0.0215 %
Published coefficients: 0.5346, 0.2166
Formula error, pure Lorentzian: 0.000305 %
Scan of f_L/f_G from 0.001 to 1000:
  highest formula error: +0.0237 % at f_L/f_G = 0.292
  lowest formula error: -0.0198 % at f_L/f_G = 3.273
  largest linear-sum error: +23.67 % at f_L/f_G = 1.567
  largest quadrature error: -14.39 % at f_L/f_G = 0.724
With f_G = 1: f_L, exact f_V, formula f_V, formula error in %
  0.1  1.05438  1.05454  +0.0152
  0.2  1.11100  1.11124  +0.0221
  0.5  1.29378  1.29402  +0.0187
  1.0  1.63760  1.63760  +0.0000
  2.0  2.43573  2.43536  -0.0151
  5.0  5.20663  5.20579  -0.0162
Atom mass: 40 u; wavelength: 500 nm
Temperature: 600 K
Lifetime: 10.0 ns; collision time: 0.4 ns
Thermal speed sqrt(kT/m): 353.15 m/s
Natural FWHM: 0.01592 GHz
Collisional FWHM: 0.79577 GHz
Doppler FWHM: 1.66322 GHz
Instrument FWHM: 0.80000 GHz
Lorentzian total: 0.81169 GHz; convolution: 0.81169 GHz
Gaussian total: 1.84562 GHz; convolution: 1.84562 GHz
Full line by direct convolution: 2.31733 GHz
Exact Voigt FWHM: 2.31733 GHz
Formula FWHM: 2.31781 GHz; error: +0.0209 %
Sum of all four widths: 3.27491 GHz; error: +41.32 %
All four in quadrature: 2.00993 GHz; error: -13.27 %
Lorentzian width by subtraction: 0.47171 GHz; error: -41.89 %
Lorentzian width by inversion: 0.81092 GHz; error: -0.095 %
Exact FWHM in wavelength: 1.9324 pm
```
